# The Fourier transform of Gaussian pair densities through Hermite coefficients, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Lengths are in bohr and wave vectors in bohr$^{-1}$. The Fourier transform of an integrable function $f$ is

$$\tilde f(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

with $\mathbf G$ real, a minus sign in the kernel and no factor of $2\pi$ in front. In one dimension the same definition is used with $\int dx\,e^{-iGx}$.

The basis functions are unnormalized Cartesian primitives,

$$\chi_a(\mathbf r)=x_A^{\,i}\,y_A^{\,k}\,z_A^{\,m}\,e^{-a r_A^2},\qquad \chi_b(\mathbf r)=x_B^{\,j}\,y_B^{\,l}\,z_B^{\,n}\,e^{-b r_B^2},$$

where $x_A=x-A_x$, $r_A^2=x_A^2+y_A^2+z_A^2$, the powers are non-negative integers and the exponents $a,b$ are real and positive. Both functions are real. The pair density is the product $\chi_a\chi_b$. Three combinations of exponents and centres occur throughout:

$$p=a+b,\qquad \mu=\frac{ab}{p},\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p}.$$

Differences of centres along one axis are written $X_{AB}=A_x-B_x$, $X_{PA}=P_x-A_x$, $X_{PB}=P_x-B_x$. In one-dimensional formulas the axis label is dropped, so $A,B,P,G$ stand for the $x$ components.

The Hermite Gaussian of order $t$ is defined by differentiation with respect to the centre,

$$\Lambda_t(x)=\left(\frac{\partial}{\partial P}\right)^{t} e^{-p x_P^2},\qquad x_P=x-P,$$

with $p$ and $x$ held fixed and $P$ treated as a free variable during the differentiation.

The result to be derived is

$$\widetilde{\chi_a\chi_b}(\mathbf G)=\left(\frac{\pi}{p}\right)^{3/2}e^{-G^2/4p}\,e^{-i\mathbf G\cdot\mathbf P}\sum_{t=0}^{i+j}\sum_{u=0}^{k+l}\sum_{v=0}^{m+n}E_t^{ij}E_u^{kl}E_v^{mn}\,(-iG_x)^t(-iG_y)^u(-iG_z)^v. \tag{1}$$

Each Hermite term contributes $(-iG)^t e^{-G^2/4p}e^{-iGP}$ per axis, multiplied by $(\pi/p)^{1/2}$, which is the integral of the undifferentiated Gaussian. In $-iG$ and in exponents of $e$ the letter $i$ is the imaginary unit; as a power of $x_A$, a label on $E$ or a factor multiplying $X_{PA}$ it is the integer.

## Factorization and the product of two Gaussians

Since $r_A^2$ and $\mathbf G\cdot\mathbf r$ are sums over the three axes, the pair density and the kernel are products of one-dimensional factors. The $x$ factor of the density is

$$\omega_{ij}(x)=x_A^{\,i}\,x_B^{\,j}\,e^{-a x_A^2-b x_B^2}.$$

The three-dimensional integral converges absolutely, because a polynomial times a decaying Gaussian is integrable, so it equals the product of three one-dimensional integrals:

$$\widetilde{\chi_a\chi_b}(\mathbf G)=\tilde\omega_{ij}(G_x)\,\tilde\omega_{kl}(G_y)\,\tilde\omega_{mn}(G_z). \tag{2}$$

To combine the two exponentials, write $x_A=x_P+X_{PA}$ and $x_B=x_P+X_{PB}$. From the definition of $P$,

$$X_{PA}=\frac{aA+bB-(a+b)A}{p}=-\frac{b}{p}X_{AB},\qquad X_{PB}=\frac{aA+bB-(a+b)B}{p}=\frac{a}{p}X_{AB}.$$

Expanding the squares gives

$$a x_A^2+b x_B^2=(a+b)x_P^2+2x_P\,(aX_{PA}+bX_{PB})+aX_{PA}^2+bX_{PB}^2 .$$

The cross term vanishes because $aX_{PA}+bX_{PB}=(-ab+ab)X_{AB}/p=0$. The constant is $(ab^2+ba^2)X_{AB}^2/p^2=ab\,X_{AB}^2/p=\mu X_{AB}^2$. Therefore

$$\omega_{ij}(x)=K_x\,(x_P+X_{PA})^i(x_P+X_{PB})^j\,e^{-p x_P^2},\qquad K_x=e^{-\mu X_{AB}^2}. \tag{3}$$

The one-dimensional pair density is a polynomial of degree $i+j$ in $x_P$ times a single Gaussian centred at $P$.

## Hermite Gaussians and multiplication by $x_P$

Let $g=e^{-px_P^2}=\Lambda_0$. Because $\partial x_P/\partial P=-1$,

$$\Lambda_1=\partial_P g=2p\,x_P\,g .$$

Apply $\partial_P^{\,t}$ to both sides. The left side becomes $\Lambda_{t+1}$. On the right the Leibniz rule leaves two terms, since $x_P$ is linear in $P$ and its second and higher derivatives vanish: the term with no derivative on $x_P$, and $t$ equal terms with one derivative on it,

$$\partial_P^{\,t}(x_Pg)=x_P\Lambda_t+t\,(-1)\,\Lambda_{t-1}.$$

Hence $\Lambda_{t+1}=2p\,(x_P\Lambda_t-t\Lambda_{t-1})$, which rearranges to

$$x_P\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\,\Lambda_{t-1}. \tag{4}$$

For $t=0$ the last term is absent.

The first form shows by induction that $\Lambda_t$ is $g$ times a polynomial in $x_P$ of exact degree $t$ with leading coefficient $(2p)^t$: the term $2p\,x_P\Lambda_t$ raises the degree by one and multiplies the leading coefficient by $2p$, and $\Lambda_{t-1}$ has lower degree. Polynomials of exact degrees $0,1,\dots,N$ form a basis of the polynomials of degree at most $N$. With $N=i+j$, the density (3) therefore has one and only one expansion

$$\omega_{ij}(x)=\sum_{t=0}^{i+j}E_t^{ij}\,\Lambda_t(x), \tag{5}$$

and it is finite and exact. The $E_t^{ij}$ are numbers that depend on $a$, $b$ and $X_{AB}$ but not on $x$. Since $\omega_{ij}$ has dimension length$^{\,i+j}$ and $\Lambda_t$ has length$^{-t}$, $E_t^{ij}$ has dimension length$^{\,i+j+t}$.

The polynomials are the Hermite polynomials. With $H_t(y)=(-1)^te^{y^2}(d/dy)^te^{-y^2}$ and $y=\sqrt p\,x_P$, the chain rule gives $\partial_P=-\sqrt p\,d/dy$, so

$$\Lambda_t=p^{t/2}(-1)^t\frac{d^t}{dy^t}e^{-y^2}=p^{t/2}H_t(y)\,e^{-y^2}.$$

Comparison with the leading coefficient $(2p)^tx_P^t=p^{t/2}\,2^ty^t$ shows that $H_t$ starts with $2^ty^t$. This gives a second route to the coefficients. Integrating by parts $s$ times, with boundary terms killed by the Gaussian,

$$\int H_t H_s\,e^{-y^2}dy=\int H_t\,(-1)^s\frac{d^s e^{-y^2}}{dy^s}\,dy=\int \frac{d^sH_t}{dy^s}\,e^{-y^2}dy .$$

For $s>t$ the derivative is zero; for $s<t$ the integral is zero by exchanging the roles of $s$ and $t$; for $s=t$ the derivative is the constant $2^tt!$ and the integral is $2^tt!\sqrt\pi$, using the Gaussian integral evaluated below. Multiplying (5) by $H_t(\sqrt p\,x_P)$ and integrating with $dx=dy/\sqrt p$ gives

$$E_t^{ij}=\frac{\int\omega_{ij}(x)\,H_t(\sqrt p\,x_P)\,dx}{p^{t/2}\,2^t\,t!\,\sqrt{\pi/p}} . \tag{6}$$

## The recurrence for the coefficients

For $i=j=0$, equation (3) reads $\omega_{00}=K_x\Lambda_0$, so $E_0^{00}=K_x$. Raising $i$ by one multiplies the density by $x_A=x_P+X_{PA}$. Insert (5) and use (4) on each term:

$$\omega_{i+1,j}=\sum_s E_s^{ij}\left[\frac{1}{2p}\Lambda_{s+1}+X_{PA}\Lambda_s+s\,\Lambda_{s-1}\right].$$

The function $\Lambda_t$ arises from $s=t-1$ in the first term, $s=t$ in the second and $s=t+1$ in the third. The expansion is unique, so the collected coefficient is $E_t^{i+1,j}$. The same argument with $x_B=x_P+X_{PB}$ raises $j$:

$$E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+X_{PA}E_t^{ij}+(t+1)E_{t+1}^{ij},$$
$$E_t^{i,j+1}=\frac{1}{2p}E_{t-1}^{ij}+X_{PB}E_t^{ij}+(t+1)E_{t+1}^{ij}, \tag{7}$$

with $E_t^{ij}=0$ for $t<0$ and $t>i+j$. These are the McMurchie–Davidson recurrences. The order of the raising steps is immaterial, because the final density and its unique expansion do not depend on it.

The two highest coefficients have closed forms. Let $N=i+j$ before a step with shift $X$ (either $X_{PA}$ or $X_{PB}$), and mark the new coefficients by a prime. For $t=N+1$ only the first term of (7) survives, $E'_{N+1}=E_N/2p$. For $t=N$ the third term vanishes, $E'_N=E_{N-1}/2p+XE_N$. Dividing, $E'_N/E'_{N+1}=E_{N-1}/E_N+2pX$. Starting from $E_0=K_x$, $E_{-1}=0$ and taking $i$ steps with $X_{PA}$ and $j$ with $X_{PB}$,

$$E_{i+j}^{ij}=\frac{K_x}{(2p)^{i+j}},\qquad \frac{E_{i+j-1}^{ij}}{E_{i+j}^{ij}}=2p\,(iX_{PA}+jX_{PB}). \tag{8}$$

## The transform of the plain Gaussian

Define $I(G)=\int e^{-py^2}e^{-iGy}dy$ over the real line, with $p>0$. At $G=0$, the square of the integral in polar coordinates is

$$I(0)^2=\int_0^\infty 2\pi s\,e^{-ps^2}ds=\frac{\pi}{p},$$

and $I(0)$ is positive, so $I(0)=\sqrt{\pi/p}$. The derivative with respect to $G$ may be taken under the integral because the differentiated integrand is bounded in modulus by the integrable function $|y|e^{-py^2}$ for every real $G$:

$$I'(G)=\int(-iy)\,e^{-py^2}e^{-iGy}dy=\frac{i}{2p}\int\left(\frac{d}{dy}e^{-py^2}\right)e^{-iGy}dy,$$

where $y\,e^{-py^2}=-(1/2p)\,d e^{-py^2}/dy$ was used. Integration by parts moves the derivative to the kernel, $d e^{-iGy}/dy=-iG\,e^{-iGy}$, with a change of sign and no boundary term:

$$I'(G)=\frac{i}{2p}\,(+iG)\,I(G)=-\frac{G}{2p}\,I(G).$$

It follows that $\frac{d}{dG}\left[I\,e^{G^2/4p}\right]=\left[I'+\frac{G}{2p}I\right]e^{G^2/4p}=0$, so the bracket keeps its value at $G=0$ and $I(G)=\sqrt{\pi/p}\;e^{-G^2/4p}$. For the Gaussian centred at $P$, substitute $x=y+P$:

$$\tilde\Lambda_0(G)=\int e^{-p(x-P)^2}e^{-iGx}dx=e^{-iGP}I(G)=\sqrt{\frac{\pi}{p}}\;e^{-G^2/4p}\,e^{-iGP}. \tag{9}$$

## The transform of a Hermite Gaussian

Equation (9) holds for every $P$, so it can be differentiated with respect to $P$. On the left the derivative passes under the integral, one order at a time, for the following reason. For $|P|\le R$ the function $\Lambda_s$ is a polynomial of degree $s$ in $x-P$ times $e^{-p(x-P)^2}$. It is bounded by a constant on $|x|\le R$, and for $|x|>R$ it is bounded by $C(1+|x|)^se^{-p(|x|-R)^2}$ with $C$ independent of $P$. This bound is integrable and uniform in $P$, which is the condition for the exchange. The kernel $e^{-iGx}$ does not contain $P$. On the right only the phase depends on $P$, and each derivative brings down $-iG$:

$$\tilde\Lambda_t(G)=\partial_P^{\,t}\,\tilde\Lambda_0(G)=\sqrt{\frac{\pi}{p}}\;(-iG)^t\,e^{-G^2/4p}\,e^{-iGP}. \tag{10}$$

The sign of $-iG$ rests on two conventions. If the functions were defined by $\partial/\partial x$, then $\partial_x^{\,t}g=(-1)^t\Lambda_t$, the transform would carry $(+iG)^t$, and the coefficients of odd order would change sign so that the total is unchanged. If the kernel were $e^{+iGx}$, the transform would be (10) with $G\to-G$, giving $(+iG)^te^{+iGP}$. Within the present conventions the power and the phase carry the same sign, because the power comes from differentiating the phase.

## Assembling the pair transform

The sum (5) is finite, so the transform acts term by term. The coefficients do not depend on $x$ and come out of the integral as constants. They are not differentiated: the derivative $\partial_P$ served only to establish (10) as an identity for the function $\Lambda_t$, and (10) is then evaluated at the actual centre $P$. Thus

$$\tilde\omega_{ij}(G)=\sqrt{\frac{\pi}{p}}\;e^{-G^2/4p}\,e^{-iGP}\sum_{t=0}^{i+j}E_t^{ij}(-iG)^t. \tag{11}$$

Inserting (11) for each axis in (2), the square roots multiply to $(\pi/p)^{3/2}$, the Gaussians to $e^{-(G_x^2+G_y^2+G_z^2)/4p}$ and the phases to $e^{-i\mathbf G\cdot\mathbf P}$. This is (1). The triple sum in (1) is the product of three single sums and is best evaluated in that form.

Equation (11) gives the coefficients a second meaning. After the envelope and the phase are divided out, the transform is a polynomial in $-iG$, and the $E_t$ are its coefficients.

A contracted function $\sum_\alpha c_\alpha\chi_\alpha$, or a spherical function written as a fixed combination of Cartesian ones, is handled by linearity: the transform of a product of two such functions is the double sum of (1) over primitive pairs, each with its own $p$ and $\mathbf P$, weighted by the coefficients. Normalization constants multiply the result.

The only condition on the exponents used so far is $p>0$. If the combined exponent is zero or negative the integral does not exist. The finite expansion also needs the density to be a polynomial times a Gaussian. A factor such as $|\mathbf r-\mathbf A|$ to an odd power, or an exponential $e^{-\zeta r}$, does not have this form and (1) does not apply to it.

## Limits

At $G=0$ only $t=0$ survives in (11), so the overlap is

$$S_{ab}=\int\chi_a\chi_b\,d^3r=\left(\frac{\pi}{p}\right)^{3/2}E_0^{ij}E_0^{kl}E_0^{mn}.$$

The first moment follows from $i\,\frac{d}{dG}e^{-iGx}=x\,e^{-iGx}$, so $\int x\,\omega_{ij}\,dx=i\,\tilde\omega_{ij}'(0)$. At $G=0$ the envelope has zero slope, the phase has slope $-iP$ and the polynomial has slope $-iE_1$ and value $E_0$. Therefore

$$\int x\,\omega_{ij}\,dx=i\sqrt{\frac{\pi}{p}}\,(-iPE_0^{ij}-iE_1^{ij})=\sqrt{\frac{\pi}{p}}\,(E_1^{ij}+PE_0^{ij}).$$

The recurrence (7) involves real numbers only, so the $E_t$ are real, and complex conjugation of (11) is the same as $G\to-G$. This is the symmetry $\tilde f(-G)=\tilde f(G)^*$ of any real function.

For large $|G|$ along one axis, with $N=i+j\ge1$, factor out the top term of the polynomial and use (8):

$$\sum_tE_t(-iG)^t=E_N(-iG)^N\left[1+\frac{2p\,(iX_{PA}+jX_{PB})}{-iG}+O(G^{-2})\right],$$

where the $i$ multiplying $X_{PA}$ is the power. The deviation from the top term, relative to that term, is of order $1/G$, unless the combination of shifts vanishes, in which case it is at most of order $1/G^2$ (and exactly zero for $N=1$). As a case, take powers $2$ and $1$, $a=0.8$, $b=1.2$ bohr$^{-2}$, $A=0$, $B=1$ bohr, so that $p=2$, $X_{PA}=0.6$, $X_{PB}=-0.4$. The leading-order relative deviation is $4\,(1.2-0.4)/G=3.2/G$, which is $0.16$ at $G=20$ and $0.08$ at $G=40$ bohr$^{-1}$. A trapezoid sum of the defining integral in 120-digit arithmetic gives $0.1615$ and $0.0802$. The statement holds axis by axis: a component of $\mathbf G$ that stays small keeps all its lower terms.

The transform (1) of a single Gaussian pair density has been derived, together with the recurrence for its coefficients and its limits at zero and large wave vector. What remains is to extend it to Bloch sums on a lattice and to work through numerical examples for a model pair, the same pair on a lattice, and the electron density of water.
